# How Deep a Ten-Nanosecond Pulse Heats a Metal

A metal with thermal diffusivity $D=1\ \mathrm{cm^2/s}$, heated at its surface for $\tau=10$ ns, is heated to a depth of about

$$L=\sqrt{D\tau}=\sqrt{(1\ \mathrm{cm^2/s})(10^{-8}\ \mathrm{s})}=10^{-4}\ \mathrm{cm}=1\ \mu\mathrm{m},$$

or $10^4$ Å. The heated region has no sharp edge, so "depth" needs a definition. For constant material properties and a constant surface flux, $L$ is the root-mean-square depth of the deposited heat at the end of the pulse. Other reasonable definitions change the prefactor but not the scale.

## The estimate

Let the surface absorb a power per area $F$ during the time $\tau$. Suppose that the heat fills a layer of thickness $\ell$, whose temperature has risen by about $\theta$. With $C$ the heat capacity per volume, energy conservation requires

$$C\theta\,\ell\sim F\tau .$$

The flux must also be carried through this layer by conduction. The temperature falls by about $\theta$ over the distance $\ell$, so Fourier's law with conductivity $K$ gives

$$F\sim K\theta/\ell .$$

Insert this flux into the energy balance. The temperature cancels:

$$C\theta\,\ell\sim\frac{K\theta}{\ell}\tau
\quad\Longrightarrow\quad
\ell^2\sim\frac{K}{C}\tau=D\tau,\qquad D=\frac KC .$$

The depth does not depend on the pulse energy. A stronger pulse makes the same layer hotter, as long as the properties stay constant and the metal neither melts nor evaporates. The argument leaves the numerical factor open.

## The heat equation and the mean-square depth

Let $z\ge 0$ be the depth below a flat surface and $\theta(z,t)$ the temperature rise. The metal is much thicker than $L$, and the heated spot is much wider, so heat flows along $z$ alone. The algebra below holds in any consistent units, atomic units included, because neither $\hbar$ nor the electron's mass or charge enters.

The heat current towards larger $z$ is $q=-K\,\partial\theta/\partial z$. A thin slice gains the current entering it minus the current leaving it, so $C\,\partial\theta/\partial t=-\partial q/\partial z$. For constant $K$,

$$C\frac{\partial\theta}{\partial t}=K\frac{\partial^2\theta}{\partial z^2},
\qquad -K\left.\frac{\partial\theta}{\partial z}\right|_{z=0}=F .$$

Integrating the equation over all depths gives the stored energy per area. The slope vanishes far inside the metal, hence

$$\frac{d}{dt}\int_0^\infty C\theta\,dz
=K\left[\frac{\partial\theta}{\partial z}\right]_0^\infty=F,
\qquad \int_0^\infty C\theta\,dz=Ft .$$

Now multiply the heat equation by $z^2$ and integrate by parts twice:

$$\begin{aligned}
\frac{d}{dt}\int_0^\infty z^2C\theta\,dz
&=K\left[z^2\frac{\partial\theta}{\partial z}\right]_0^\infty-2K\int_0^\infty z\frac{\partial\theta}{\partial z}\,dz\\
&=-2K\big[z\theta\big]_0^\infty+2K\int_0^\infty\theta\,dz .
\end{aligned}$$

Both brackets vanish: at $z=0$ because of the factors $z^2$ and $z$, and at infinity because $\theta$ decays faster than any power of $z$. Since $K=DC$, the remaining term is $2D\int C\theta\,dz=2DFt$. Integration from $0$ to $\tau$ gives $DF\tau^2$. Dividing by the total energy $F\tau$ gives the energy-weighted mean-square depth,

$$\langle z^2\rangle=\frac{DF\tau^2}{F\tau}=D\tau .$$

This fixes the factor in the estimate for a flat pulse.

The same calculation covers other pulse shapes. Heat released at the surface in one instant has constant energy afterwards, so its mean-square depth grows at the rate $2D$ and equals $2Ds$ at age $s$. The equation is linear, so the contributions add:

$$\langle z^2\rangle=2D\bar s ,$$

where $\bar s$ is the average age of the heat, weighted by energy. In a flat pulse the ages run uniformly from $0$ to $\tau$, so $\bar s=\tau/2$ and $D\tau$ returns.

For a smooth pulse take a flux proportional to $\sin^2(\pi t/2\tau)$ for $0<t<2\tau$. Its full width at half maximum is again $\tau$. It is symmetric about $t=\tau$, so at its end the mean age is $\tau$ and the depth is $\sqrt{2D\tau}=1.41\ \mu$m. The spreading also continues after any pulse. For the flat one, the mean age at a later time $t$ is $t-\tau/2$. At $t=5\tau/2$ it is $2\tau$, and the depth has grown to $2L$.

## The temperature profile

The temperature requires the profile as well as its second moment. An energy $E$ per area released at the surface gives, after a time $s$,

$$\theta_E(z,s)=\frac{E}{C\sqrt{\pi Ds}}\,e^{-z^2/4Ds}.$$

To verify this, differentiate:

$$\frac{\partial\theta_E}{\partial s}=\left(-\frac1{2s}+\frac{z^2}{4Ds^2}\right)\theta_E,
\qquad
\frac{\partial^2\theta_E}{\partial z^2}=\left(\frac{z^2}{4D^2s^2}-\frac1{2Ds}\right)\theta_E .$$

The first expression is $D$ times the second, as the heat equation requires. The slope at $z=0$ is zero, so no heat crosses the surface after the release. Since $\int_0^\infty e^{-z^2/4Ds}dz=\sqrt{\pi Ds}$, the energy is $E$ at every age, and it gathers at the surface as $s\to0$.

The flat pulse is a sum of such releases, with $E=F\,ds$. At the surface the exponential is one, and at the end of the pulse

$$\theta_0=\int_0^\tau\frac{F\,ds}{C\sqrt{\pi Ds}}
=\frac{2F}{C}\sqrt{\frac{\tau}{\pi D}} .$$

A uniform slab at this temperature rise would hold the whole energy if its thickness were

$$h=\frac{F\tau}{C\theta_0}=\frac{\sqrt{\pi}}2\sqrt{D\tau}=0.886\,L .$$

This second definition of depth is the convenient one for surface temperatures. With the absorbed fluence $\Phi=F\tau$, it gives $\theta_0=\Phi/(Ch)$. At fixed $\Phi$, a shorter pulse makes the surface hotter in proportion to $1/\sqrt\tau$, as long as $L$ stays well above the depth over which the energy is deposited and passed to the lattice.

For the temperature at depth $z$, substitute $s=y^2\tau$. Then $ds/\sqrt s=2\sqrt\tau\,dy$, and

$$\frac{\theta(z,\tau)}{\theta_0}=\int_0^1 e^{-z^2/(4L^2y^2)}\,dy .$$

Numerical integration gives 0.35 at $z=L$ and 0.09 at $z=2L$.

The energy above depth $L$ follows in the same way. For heat of age $s$, the substitution $u=z/(2\sqrt{Ds})$ gives the fraction

$$\frac1{\sqrt{\pi Ds}}\int_0^L e^{-z^2/4Ds}\,dz
=\frac2{\sqrt\pi}\int_0^{L/(2\sqrt{Ds})}e^{-u^2}du
=\operatorname{erf}\!\left(\frac{L}{2\sqrt{Ds}}\right).$$

With $s=x\tau$, its average over the pulse is $\int_0^1\operatorname{erf}(1/(2\sqrt x))\,dx=0.72$, again by numerical integration. Thus 72% of the heat lies within the first micrometre and 28% lies deeper.

## A gold surface below melting

Take $D=1\ \mathrm{cm^2/s}$ and $C=2.5\ \mathrm{J/(cm^3\,K)}$, so $K=DC=2.5\ \mathrm{W/(cm\,K)}$. These are round values of the right size for solid gold. Let the metal start at 300 K and absorb $\Phi=0.20\ \mathrm{J/cm^2}$ in 10 ns, a flux of $2\times10^7\ \mathrm{W/cm^2}$. With $h=0.886\times10^{-4}$ cm,

$$\theta_0=\frac{0.20\ \mathrm{J/cm^2}}{(2.5\ \mathrm{J/(cm^3\,K)})(0.886\times10^{-4}\ \mathrm{cm})}\approx 900\ \mathrm K .$$

The surface reaches about 1200 K. With a rough melting temperature of 1300 K, a rise of 1000 K would start melting. In this model that takes an absorbed fluence $Ch\,(1000\ \mathrm K)\approx0.22\ \mathrm{J/cm^2}$.

Heating a micrometre does not mean removing one. For a rough atom density $n=5.9\times10^{22}\ \mathrm{cm^{-3}}$, the heat per atom at the surface is $C\theta_0/n\approx0.24$ eV, while removing an atom costs roughly $E_a=3.8$ eV. As a crude estimate of evaporation, let each surface atom attempt to escape at a generous rate $\nu=10^{15}\ \mathrm{s^{-1}}$ and succeed with probability $e^{-E_a/k_BT}$. Holding the peak temperature for the whole pulse gives $\nu\tau e^{-E_a/k_BT}\sim10^{-9}$ atomic layers. This pulse heats the target but does not make it a useful vapour source.

A poorer conductor and a shorter pulse give a thinner layer. For $D=0.5\ \mathrm{cm^2/s}$ and $\tau=2$ ns, $D\tau=10^{-9}\ \mathrm{cm^2}$ and $L=0.32\ \mu$m.

## What the simple model leaves out

Light and fast electrons deposit energy over a finite depth, and the electrons then pass it to the lattice. Model the deposited power per volume as $(F/\delta)e^{-z/\delta}$. Let $\theta_e$ be the electron temperature rise and $\theta$ that of the lattice, with coupling $G$. If the electrons conduct all the heat but store a negligible part of it,

$$0=K\frac{\partial^2\theta_e}{\partial z^2}+\frac F\delta e^{-z/\delta}-G(\theta_e-\theta),
\qquad C\frac{\partial\theta}{\partial t}=G(\theta_e-\theta).$$

The source now carries the flux, so $\partial\theta_e/\partial z=0$ at the surface. Adding the equations and integrating over depth shows that the lattice energy still grows at the rate $F$. The second equation then gives $G\int(\theta_e-\theta)\,dz=F$, so $\int\theta_e\,dz=Ft/C+F/G$. Multiply the sum of the equations by $z^2$ and integrate as before. The source contributes $F\int_0^\infty z^2e^{-z/\delta}dz/\delta=2\delta^2F$, and

$$\frac{d}{dt}\int_0^\infty z^2C\theta\,dz=2K\int_0^\infty\theta_e\,dz+2\delta^2F
=2DFt+\frac{2KF}{G}+2\delta^2F .$$

Integrating over the pulse and dividing by $F\tau$ yields

$$\langle z^2\rangle=D\tau+2\delta^2+\frac{2K}{G}.$$

Gold absorbs visible and near-infrared laser light within a few tens of nanometres, so $\delta=100$ nm is a generous value. With a rough coupling $G=2\times10^{16}\ \mathrm{W/(m^3\,K)}$, the length $\sqrt{K/G}$ is 112 nm. The depth becomes $\sqrt{1+0.020+0.025}\ \mu\mathrm m=1.02\ \mu$m, a change of 2%. For another deposition profile, $2\delta^2$ is replaced by the mean-square depth of that profile. Beam electrons of about 20 keV scatter strongly in gold and leave most of their energy within roughly 0.3 µm, with a root-mean-square depth somewhat below 0.2 µm. In a 10 ns pulse this adds only one or two percent to the depth. With $\delta=100$ nm and this $G$, the added terms dominate for pulses well below half a nanosecond, and $\sqrt{D\tau}$ underestimates the depth. The formula itself needs $\tau\gg C_e/G$, where $C_e$ is the neglected electron heat capacity. This time is about a picosecond for gold near room temperature, and for pulses that short the formula overestimates the depth at the end of the pulse.

The choice of material properties changes the depth more than this. Let $K$ fall linearly from 3.2 to 2.6 W/(cm K) and $C$ rise from 2.5 to 2.9 J/(cm³ K) between 300 and 1200 K, a rough trend for gold. A finite-volume solution of the heat equation, with the same flux and duration, gives a depth of 1.09 µm and a peak of 1120 K. The diffusivity runs from 1.28 cm²/s in cold metal to 0.93 cm²/s at the hot surface. The peak is lower than before mainly because $KC$ is larger throughout this range than for the round values. For constant properties $\theta_0\propto1/(C\sqrt D)=1/\sqrt{KC}$, which gives about 1100 K with the cold value of $KC$ and about 1120 K with the hot one. For varying properties this scaling is only approximate.

Two other effects are small. For a spot 1 mm wide, $L$ is a thousandth of the diameter, so sideways flow matters near the rim alone. Black-body radiation at the peak temperature would carry away $6\times10^{-7}$ of the absorbed flux. A film no thicker than about $L$ is a different case: its back face or substrate then shapes the temperature.

A real ablation source runs above the melting threshold, so the example describes its target before melting. Beyond that point latent heat, a moving surface and absorption in the plume enter, and the constant-property result no longer applies as it stands. If melting halved $D$ throughout the heated layer, $L$ would fall by a factor $\sqrt2$. The surface moves much less than $L$ during the pulse if its speed is well below $L/\tau=1\ \mu\mathrm m/10\ \mathrm{ns}=100$ m/s. The energy carried away sets a second limit. Removing atoms costs $nE_a\approx3.6\times10^4\ \mathrm{J/cm^3}$, so evaporation at the speed $F/nE_a$ would use the whole flux. At $2\times10^7\ \mathrm{W/cm^2}$ this speed is only 5.6 m/s. It is the stricter limit for fluxes below $nE_aL/\tau\approx3.6\times10^8\ \mathrm{W/cm^2}$, or 3.6 J/cm² absorbed in 10 ns; above that the displacement limit comes first. While the displacement, this energy loss and the absorption in the plume are all small, one micrometre remains the right scale for the heated layer, but it does not give the thickness removed per pulse.
